# Cutoff frequency of a saturated thin-film transistor: which gate capacitance?

## Problem

An n-channel thin-film transistor has mobility $\mu=10\ \mathrm{cm^2/(V\,s)}$ and channel length $L=5\ \mathrm{\mu m}$. It is biased in saturation with overdrive $V=V_{GS}-V_T=5$ V, where $V_{GS}$ is the gate-source voltage and $V_T$ the threshold voltage. Find its ideal cutoff frequency $f_T$.

The cutoff frequency is defined through the small-signal current gain $|i_d/i_g|$, the ratio of drain to gate signal current with the drain voltage held constant. At low frequency this gain falls as $1/f$. The frequency at which the $1/f$ law, extrapolated, reaches one is $f_T$.

"Ideal" means a long channel with constant mobility and drift current alone, without traps, contact resistance, velocity saturation, channel shortening or overlap between the gate and the other electrodes.

## A tempting solution

The saturation current is $I=\mu WC_iV^2/(2L)$, with $W$ the channel width and $C_i$ the gate-insulator capacitance per area. Hence the transconductance is $g_m=dI/dV=\mu WC_iV/L$. The gate and the channel form a capacitor of area $WL$, so the gate capacitance is $WLC_i$. Then

$$
f_T=\frac{g_m}{2\pi WLC_i}=\frac{\mu V}{2\pi L^2}
=\frac{2.000\times10^{8}\ \mathrm{s^{-1}}}{2\pi}=31.8\ \mathrm{MHz}.
$$

## Where it fails

The current, the transconductance and the arithmetic are right. The capacitance is wrong for this bias.

The capacitance $WLC_i$ belongs to a channel whose potential is the same everywhere, as it is at zero drain voltage. A gate signal $v$ then adds the charge $C_iv$ to every unit of area. In saturation the channel is full at the source and empty at the drain end. A rise in gate voltage adds the full $C_iv$ at the source, but next to nothing near the drain, where the channel stays pinched off. The solution has combined the transconductance of one bias point with the capacitance of another.

The cure is to find the charge in the saturated channel and differentiate it.

## Right solution

**Current.** Let $x$ run from the source ($x=0$) to the drain ($x=L$), and let $\phi(x)$ be the channel potential relative to the source. The local overdrive is $u(x)=V-\phi(x)$. In the gradual-channel approximation, the mobile charge per area has magnitude $C_iu$. The field that drives the electrons has magnitude $d\phi/dx=-du/dx$, so their speed is $-\mu\,du/dx$. The magnitude of the current is

$$
I=-\mu WC_i\,u\frac{du}{dx}.
$$

In the steady state $I$ does not depend on $x$. For a drain voltage $V_{DS}\le V$, $u$ falls from $V$ to $V-V_{DS}$, and integration over the channel gives

$$
IL=\frac{\mu WC_i}{2}\left[V^2-(V-V_{DS})^2\right].
$$

The right side is largest at $V_{DS}=V$, where $u(L)=0$. The ideal model holds the current at this value for larger $V_{DS}$, so saturation here requires $V_{DS}\ge5$ V. Thus

$$
I=\frac{\mu WC_iV^2}{2L},\qquad g_m=\frac{dI}{dV}=\frac{\mu WC_iV}{L}.
$$

**Charge.** Integrating the current law from the source to a point $x$ gives

$$
Ix=\frac{\mu WC_i}{2}\left(V^2-u^2\right).
$$

Dividing by $IL=\mu WC_iV^2/2$ leaves $x/L=1-u^2/V^2$, or

$$
u(x)=V\sqrt{1-\frac{x}{L}}.
$$

The magnitude of the channel charge is therefore

$$
Q=WC_i\int_0^L u\,dx=WC_iVL\int_0^1\sqrt{y}\,dy=\frac23WLC_iV,
$$

where $y=1-x/L$. The gate carries the opposite charge, apart from a constant, so

$$
C_g=\frac{dQ}{dV}=\frac23WLC_i .
$$

The factor $2/3$ is the average of $\sqrt y$ over the channel.

**Cutoff.** For a slow gate signal of amplitude $v$, $|i_d|=g_mv$ and $|i_g|=2\pi fC_gv$. The gain is $g_m/(2\pi fC_g)$, and setting it to one gives

$$
f_T=\frac{g_m}{2\pi C_g}
=\frac{\mu WC_iV/L}{2\pi\cdot\frac23WLC_i}
=\frac{3\mu V}{4\pi L^2}.
$$

Both $W$ and $C_i$ cancel: a wider channel or a thinner insulator raises $g_m$ and $C_g$ by the same factor, at fixed overdrive.

**Numbers.** In SI units $\mu=10^{-3}\ \mathrm{m^2/(V\,s)}$ and $L^2=25\times10^{-12}\ \mathrm{m^2}$, so

$$
\frac{\mu V}{L^2}=\frac{10^{-3}\times5}{25\times10^{-12}}\ \mathrm{s^{-1}}=2.000\times10^8\ \mathrm{s^{-1}},
$$

$$
f_T=\frac{3}{4\pi}\times2.000\times10^8\ \mathrm{s^{-1}}=47.7\ \mathrm{MHz}\approx48\ \mathrm{MHz}.
$$

The tempting result was too low by the factor $2/3$.

To see the separate quantities, take the round model values $W=50\ \mathrm{\mu m}$ and $C_i=20\ \mathrm{nF/cm^2}$. Then $I=25\ \mathrm{\mu A}$, $g_m=10\ \mathrm{\mu S}$, $WLC_i=50$ fF and $C_g=33.3$ fF. The quotient $10\ \mathrm{\mu S}/(2\pi\times33.3\ \mathrm{fF})$ is again 47.7 MHz.

## The other bias limit

For $V_{DS}\ll V$ the channel is nearly uniform and $C_g\approx WLC_i$, the capacitance used in the tempting solution. But the transconductance is different there. Expanding the square in the current law gives

$$
I=\frac{\mu WC_i}{L}\left(VV_{DS}-\frac{V_{DS}^2}{2}\right),
\qquad
g_m=\frac{\partial I}{\partial V}=\frac{\mu WC_iV_{DS}}{L}.
$$

To leading order in $V_{DS}/V$, the cutoff is then $f_T\approx\mu V_{DS}/(2\pi L^2)$. The small drain voltage has taken the place of the overdrive. The expression $\mu V/(2\pi L^2)$ describes neither limit.

## Relation to the transit time

An electron at $x$ moves with speed

$$
-\mu\frac{du}{dx}=\frac{\mu V}{2L\sqrt{1-x/L}} .
$$

Its time of travel through the channel is the integral of $dx$ divided by this speed:

$$
\tau=\frac{2L}{\mu V}\int_0^L\sqrt{1-\frac{x}{L}}\,dx
=\frac{2L}{\mu V}\cdot\frac{2L}{3}
=\frac{4L^2}{3\mu V}=6.67\ \mathrm{ns}.
$$

This equals $Q/I=166.7\ \mathrm{fC}/25\ \mathrm{\mu A}$, as it must for a steady flow. One might guess $2\pi f_T\tau=1$, but the product is 2. The reason is that $I\propto V^2$ gives $g_m=2I/V$, while $Q\propto V$ gives $C_g=Q/V$. Hence

$$
2\pi f_T=\frac{g_m}{C_g}=\frac{2I}{Q}=\frac{2}{\tau}.
$$

## Is the extrapolation trustworthy?

At $f_T$ the signal period is about 21 ns, some three transit times. The channel charge can no longer follow the gate instantly, as the low-frequency formulas assume. The same channel model can be solved at finite frequency to see what this does to the gain.

**Equation of motion.** With $u$ depending on time, the current is $I(x,t)=-\mu WC_i\,\partial(u^2/2)/\partial x$. Charge in a slice of channel grows when more flows in than out, so $WC_i\,\partial u/\partial t=-\partial I/\partial x$, which gives

$$
\frac{\partial u}{\partial t}=\mu\frac{\partial^2}{\partial x^2}\left(\frac{u^2}{2}\right).
$$

Write $u=u_0+u_1e^{i\omega t}$, with the real part understood, $\omega=2\pi f$ and $u_0=V\sqrt y$. To first order, the change in $u^2/2$ is $w=u_0u_1$. Since $\partial^2/\partial x^2=L^{-2}\,\partial^2/\partial y^2$ and $u_1=w/(V\sqrt y)$,

$$
\frac{d^2w}{dy^2}=s\,y^{-1/2}w,\qquad s=\frac{i\omega L^2}{\mu V}.
$$

At the drain end $u$ stays zero, so $w(0)=0$.

**Series.** Try $w=A\sum_{k\ge0}a_ky^{p_k}$ with $a_0=1$ and $p_k=1+3k/2$. The left side contains $p_k(p_k-1)a_ky^{p_k-2}$. The right side contains $s\,a_{k-1}y^{p_{k-1}-1/2}$, which has the same power because $p_{k-1}=p_k-3/2$. Equating coefficients gives

$$
a_k=\frac{s\,a_{k-1}}{p_k(p_k-1)} .
$$

The first coefficients are $a_1=4s/15$, $a_2=s^2/45$ and $a_3=4s^3/4455$.

**Gain.** The signal current in the channel is $(\mu WC_i/L)\,dw/dy$. At the drain, $y=0$, the derivative is $A$. At the source, $y=1$, it is $A\sum_{k\ge0}p_ka_k$. What enters at the source and does not leave at the drain is stored in the channel, and the gate current supplies the matching charge. Therefore

$$
\frac{i_d}{i_g}=\frac1D,\qquad
D=\sum_{k\ge1}p_ka_k=\frac{2s}{3}+\frac{4s^2}{45}+\frac{2s^3}{405}+\dots
$$

The first term alone gives $|i_d/i_g|=3\mu V/(2\omega L^2)$, which is the earlier result $f_T/f$.

At $f=f_T$, $s=3i/2$. The three terms are $i$, $-1/5$ and $-i/60$, so $D\approx-0.200+0.983\,i$ and $|1/D|\approx0.997$. The full series gives the same magnitude to three digits, and a phase of $-101.5^\circ$ instead of the low-frequency $-90^\circ$. The gain of this model actually crosses one at 47.6 MHz, which is 0.33 percent below $f_T$.

The shift is small because two corrections nearly cancel. With $s=i\sigma$,

$$
|D|^2=\left(\frac{2\sigma}{3}-\frac{2\sigma^3}{405}\right)^2+\left(\frac{4\sigma^2}{45}\right)^2+\dots
=\frac{4\sigma^2}{9}+\left(\frac{48}{6075}-\frac{40}{6075}\right)\sigma^4+\dots
$$

The delayed response adds the first fraction through the second-order term, and the third-order term removes most of it. Relative to $4\sigma^2/9$, what remains is $2\sigma^2/675$. At $\sigma=3/2$ this is 0.67 percent in $|D|^2$ and 0.33 percent in $|D|$. The phase has no such cancellation: at $f_T$ the drain current lags the gate current by $11.5^\circ$ more than the low-frequency model says.

As a test, the linearized equation was also solved on a grid, without the series. The two complex gains agree within 0.1 percent at 1, 10, 47.7 and 100 MHz.

## What overlap does

Suppose the gate overlaps the source and the drain electrode by $L_o$ each, with only the gate insulator between them. (If semiconductor also lies between gate and drain electrode, it is depleted in saturation and makes the drain part of the capacitance smaller than assumed here.) At constant drain voltage both overlaps load the gate, adding $2WL_oC_i$ to its capacitance. The drain overlap also passes a signal current proportional to $f$ into the drain circuit. This vanishes beside $g_mv$ at low frequency, so it does not affect the extrapolation. Since $2WL_oC_i/C_g=3L_o/L$,

$$
f_T^{\rm overlap}=\frac{g_m}{2\pi(C_g+2WL_oC_i)}=\frac{f_T}{1+3L_o/L}.
$$

For $L_o=1\ \mathrm{\mu m}$ the added capacitance is 20 fF, and the extrapolated cutoff drops from 47.7 to 29.8 MHz. The agreement between extrapolated and actual unity gain is less close here than for the channel alone. The current through the drain overlap adds to the delayed drain current, and the gain actually crosses one near 32 MHz. That the extrapolated 29.8 MHz lies near the tempting 31.8 MHz is a coincidence of the chosen $L_o$: the tempting solution adds the capacitance of a length $L/3$, while the overlaps add that of a length $2L_o$.

Overlap also changes the benefit of a shorter channel. In the ideal formula, halving $L$ at fixed $\mu$ and $V$ raises $f_T$ fourfold. When $L\ll3L_o$, the result tends to $\mu V/(4\pi LL_o)$, and halving $L$ merely doubles it. Within its assumptions, 48 MHz describes the channel by itself; a device with overlapping electrodes needs their capacitance as well. The numerical output below lists the main values.

## Computed values

```
mobility = 10.0 cm^2/(V s)
overdrive = 5.0 V
channel length = 5.0 um
channel width = 50.0 um
insulator capacitance = 20.0 nF/cm^2
saturation current = 25.00 uA
transconductance = 10.00 uS
channel charge = 166.7 fC
full capacitance W L C_i = 50.00 fF
saturation gate capacitance = 33.33 fF
mu V/L^2 = 2.000e+08 1/s
ideal cutoff frequency f_T = 47.75 MHz
f_T extrapolated from grid = 47.75 MHz
estimate with full capacitance = 31.83 MHz
transit time = 6.667 ns
2 pi f_T times transit time = 2.0000
at 1.00 MHz: |i_d/i_g| = 47.7464, phase = -90.2 deg, f_T/f = 47.7465
at 10.00 MHz: |i_d/i_g| = 4.7740, phase = -92.4 deg, f_T/f = 4.7746
at 47.75 MHz: |i_d/i_g| = 0.9967, phase = -101.5 deg, f_T/f = 1.0000
actual unity-gain frequency = 47.59 MHz
relative shift from f_T = -0.33 percent
overlap length per side = 1.0 um
total overlap capacitance = 20.00 fF
cutoff with overlap = 29.84 MHz
```
